\section*{Optimality Conditions and Level-Shift Equation of the Trust-Region SCF Step}

\section{Definitions and conventions}

Let $H$ be a real symmetric $n\times n$ matrix, $g$ a real vector and $\Delta>0$. The trust-region subproblem is
\begin{equation}
\min_{|p|\le\Delta} m(p),\qquad m(p)=g\cdot p+\tfrac12\,p\cdot Hp ,
\label{eq:sub}
\end{equation}
with the Euclidean norm $|p|$. A number added to a matrix multiplies the unit matrix, and $A\ge0$ means that $A$ is positive semidefinite. The eigenvalues of $H$ are $h_1\le h_2\le\dots\le h_n$, and $\gamma_i$ are the components of $g$ in the eigenbasis. The part of $g$ in the eigenspace of $h_1$ has length $\gamma_{\rm low}$.

In a self-consistent-field calculation, $m$ is the second-order model of the energy change under orbital rotations. Consider closed-shell Hartree--Fock theory with real orbitals, occupied $i,j$ and virtual $a,b$. The orbitals change as $C\to Ce^{K}$, with $K_{ai}=-K_{ia}=\kappa_{ai}$ and no other elements. The step $p$ collects the dimensionless $\kappa_{ai}$; $g$ and $H$ are energies.

Let $P$ be the projector on the occupied orbitals and $h^{\rm c}$ the one-electron Hamiltonian. The energy is $E=\mathrm{tr}\,P\,[2h^{\rm c}+G(P)]$ plus the nuclear repulsion, where $G(P)_{pq}=\sum_{rs}P_{rs}[2(pq|rs)-(pr|qs)]$. The Fock matrix is $F=h^{\rm c}+G(P)$. Since $G$ is linear and $\mathrm{tr}\,AG(B)=\mathrm{tr}\,BG(A)$ for symmetric $A,B$, a change $\delta P$ gives
\begin{equation}
\delta E=2\,\mathrm{tr}\,F\,\delta P+\mathrm{tr}\,\delta P\,G(\delta P).
\label{eq:dE}
\end{equation}
Expanding $e^{K}Pe^{-K}$, with the occupied block first, gives
\begin{equation}
\delta P=\begin{pmatrix}0&\kappa^T\\ \kappa&0\end{pmatrix}
+\begin{pmatrix}-\kappa^T\kappa&0\\0&\kappa\kappa^T\end{pmatrix}+O(\kappa^3).
\label{eq:dP}
\end{equation}
The first matrix is $[K,P]$ and the second is $\frac12[K,[K,P]]$. In \eqref{eq:dE} the linear term is $4\sum F_{ai}\kappa_{ai}$. The quadratic terms are $2\sum\kappa_{ai}\kappa_{bj}(\delta_{ij}F_{ab}-\delta_{ab}F_{ij})$ from $F$, and $\sum\kappa_{ai}\kappa_{bj}[8(ai|bj)-2(ab|ij)-2(aj|bi)]$ from $G$, where both off-diagonal blocks of each $\delta P$ contribute. Equating their sum to $\frac12\kappa\cdot H\kappa$ yields
\begin{align}
g_{ai}&=4F_{ai},\label{eq:g}\\
H_{ai,bj}&=4\bigl[\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+4(ai|bj)-(ab|ij)-(aj|bi)\bigr].\label{eq:H}
\end{align}
Replacing $F_{ab}$ by $F_{ab}+\mu\delta_{ab}$ in \eqref{eq:H} adds $4\mu$ to $H$. A multiple $\lambda$ of the unit matrix added to the Hessian is therefore a level shift of the virtual orbitals by $\mu=\lambda/4$.

\section{The optimality conditions}

\textbf{Theorem (Mor\'e--Sorensen).} A vector $p$ with $|p|\le\Delta$ is a global minimizer of \eqref{eq:sub} if and only if there is a number $\lambda\ge0$ such that
\begin{align}
(H+\lambda)p&=-g,\label{eq:a}\\
\lambda(\Delta-|p|)&=0,\label{eq:b}\\
H+\lambda&\ge0.\label{eq:c}
\end{align}
If $H+\lambda$ is positive definite, the minimizer is unique.

The proof rests on an identity that uses \eqref{eq:a} alone. For any $w$ put $d=w-p$. Then
\begin{equation}
m(w)-m(p)=(g+Hp)\cdot d+\tfrac12 d\cdot Hd=-\lambda\,p\cdot d+\tfrac12 d\cdot Hd .
\end{equation}
From $|w|^2=|p|^2+2p\cdot d+|d|^2$ follows $-p\cdot d=\frac12(|p|^2-|w|^2+|d|^2)$, and hence
\begin{equation}
m(w)-m(p)=\tfrac12\,d\cdot(H+\lambda)d+\tfrac{\lambda}{2}\bigl(|p|^2-|w|^2\bigr).
\label{eq:id}
\end{equation}

\subsection{The conditions are sufficient}

Let the conditions hold and let $|w|\le\Delta$. The first term of \eqref{eq:id} is nonnegative by \eqref{eq:c}. In the second, either $\lambda=0$, or \eqref{eq:b} gives $|p|=\Delta\ge|w|$; it is nonnegative in both cases. Thus $m(w)\ge m(p)$ throughout the ball. If $H+\lambda$ is positive definite, the first term is positive for $w\ne p$, which proves uniqueness.

\subsection{The conditions are necessary}

Let $p$ be a global minimizer. If $|p|<\Delta$, then $p+td$ lies in the ball for every $d$ and small $t$ of either sign, so
\begin{equation}
t\,(g+Hp)\cdot d+\tfrac12t^2\,d\cdot Hd\ge0 .
\end{equation}
The linear term must vanish, since it changes sign with $t$. Hence $Hp=-g$, and the remaining term requires $H\ge0$. All conditions hold with $\lambda=0$.

If $|p|=\Delta$, take any $u$ with $u\cdot p=0$ and $|u|=\Delta$. The curve $p\cos\theta+u\sin\theta$ stays on the sphere, and $m$ has a minimum on it at $\theta=0$. Its derivative there is $u\cdot(g+Hp)=0$. The vector $g+Hp$ is thus orthogonal to everything orthogonal to $p$, so it is a multiple of $p$. Calling this multiple $-\lambda$ gives \eqref{eq:a}; condition \eqref{eq:b} holds because $|p|=\Delta$.

The sign of $\lambda$ follows from a move inward. The derivative of $m((1-t)p)$ at $t=0$ is $-p\cdot(g+Hp)=\lambda\Delta^2$, and it cannot be negative. Hence $\lambda\ge0$.

For \eqref{eq:c}, take a vector $e$ with $e\cdot p\ne0$ and reflect $p$ along it:
\begin{equation}
w=p-\frac{2\,p\cdot e}{e\cdot e}\,e .
\end{equation}
A reflection keeps the length, so $|w|=|p|=\Delta$ and the last term of \eqref{eq:id} vanishes. Since $w-p$ is a nonzero multiple of $e$, $m(w)\ge m(p)$ implies $e\cdot(H+\lambda)e\ge0$. If $e\cdot p=0$, the result applies to $e+\varepsilon p$ with $\varepsilon\ne0$, and the limit $\varepsilon\to0$ gives it for $e$. This completes the proof. $\square$

The theorem is exact for the quadratic model, whatever the sign of $h_1$. It does not say how well the model describes the energy at a distance $\Delta$; that has to be judged from the energy itself.

\section{The secular equation}

For $\lambda>-h_1$ the matrix $H+\lambda$ is positive definite, and \eqref{eq:a} has the solution $p(\lambda)=-(H+\lambda)^{-1}g$, with
\begin{equation}
|p(\lambda)|^2=\sum_i\frac{\gamma_i^2}{(h_i+\lambda)^2}.
\label{eq:norm}
\end{equation}
For $g\ne0$ this decreases strictly on $\lambda>-h_1$ and tends to zero as $\lambda\to\infty$. The equation $|p(\lambda)|=\Delta$ therefore has at most one root there. The possibilities are these.

\begin{enumerate}
\item If $h_1>0$ and $|p(0)|\le\Delta$, then $\lambda=0$, and the unshifted Newton step is the solution.
\item If $h_1>0$ and $|p(0)|>\Delta$, there is one root, and it is positive.
\item If $h_1\le0$ and $\gamma_{\rm low}\ne0$, the length \eqref{eq:norm} diverges as $\lambda\to-h_1$ from above. There is one root, and $\lambda>-h_1\ge0$.
\item If $h_1\le0$ and $\gamma_{\rm low}=0$, the length has a finite limit at $-h_1$. A limit above $\Delta$ again gives one root; otherwise the hard case below applies.
\end{enumerate}

For large $\lambda$ the step approaches $-g/\lambda$, a short step of steepest descent. For $h_1>0$ the shift thus interpolates between this direction and Newton's, which is reached at $\lambda=0$. In case 3 the other limit is $\lambda\to-h_1$, where the term with $\gamma_{\rm low}$ dominates \eqref{eq:norm} and the step turns into the eigenspace of $h_1$.

\subsection{Roots that are not minimizers}

Equation \eqref{eq:norm} can also equal $\Delta^2$ for $\lambda<-h_1$. Such roots are stationary points on the sphere but violate \eqref{eq:c}. Take $H=\mathrm{diag}(-2,1,3)$, $g=(0.2,0.3,0.4)$ and $\Delta=1$, all dimensionless. There are six real roots, the largest being $2.2015$ and $1.7981$. Using \eqref{eq:a} to eliminate $Hp$ from $m$ gives, at a stationary point on the sphere,
\begin{equation}
m(p)=\tfrac12\,g\cdot p-\tfrac12\lambda\Delta^2 .
\label{eq:mval}
\end{equation}
At the largest root,
\begin{equation}
p=-\Bigl(\frac{0.2}{0.2015},\frac{0.3}{3.2015},\frac{0.4}{5.2015}\Bigr)
\approx-(0.993,\,0.094,\,0.077),
\end{equation}
so $g\cdot p\approx-0.2574$ and $m\approx-0.1287-1.1007=-1.2294$.

The second root has $\lambda>0$, but the lowest eigenvalue of $H+\lambda$ is $-0.2019$, and $m=-0.8327$ is higher. This point is nevertheless a local minimizer. The form $d\cdot(H+\lambda)d$ is positive on the tangent plane, with lowest curvature $2.763$. In \eqref{eq:id}, a nearby $w$ in the ball has a component of $d$ along $p$ equal to $-(s+|d|^2)/(2\Delta)$, where $s=\Delta^2-|w|^2\ge0$. For small $d$ its effect on the quadratic form is outweighed by the positive tangential part and by $\lambda s/2$. A local search can therefore stop here. Stationarity and $\lambda\ge0$ do not identify the global minimizer; condition \eqref{eq:c} does.

\subsection{The hard case}

Let $h_1\le0$, $\gamma_{\rm low}=0$, and let
\begin{equation}
\bar p=-\sum_{h_i>h_1}\frac{\gamma_i}{h_i-h_1}\,v_i
\end{equation}
have length at most $\Delta$, where $v_i$ are the normalized eigenvectors. The length \eqref{eq:norm} then tends to $|\bar p|\le\Delta$ as $\lambda\to-h_1$ and is below $\Delta$ for every $\lambda>-h_1$, so no root lies above $-h_1$. If $|\bar p|=\Delta$, the formula below gives $\tau=0$. Set $\lambda=-h_1$. Because $(H-h_1)v_1=0$, every vector
\begin{equation}
p=\bar p+\tau v_1,\qquad \tau=\pm\sqrt{\Delta^2-|\bar p|^2},
\label{eq:hard}
\end{equation}
satisfies \eqref{eq:a}--\eqref{eq:c} and is a global minimizer.

In the model, $g=(0,0.3,0.4)$ gives $\lambda=2$, $\bar p=(0,-0.1,-0.08)$ and $\tau=\pm\sqrt{1-0.01-0.0064}=\pm0.9918$. Both signs give $m=-1.031$. With $g=(0,3,4)$, by contrast, $|\bar p|=\sqrt{1+0.64}\approx1.28$ exceeds the radius, and an ordinary root exists at $\lambda=3.0163$.

In SCF calculations the hard case can arise from symmetry. If the current orbitals preserve a symmetry and the downhill rotation breaks it, the gradient has no component along that rotation. A step built from $g$ alone cannot leave the symmetric set, whereas \eqref{eq:hard} does.

\section{Newton iteration on the reciprocal length}

\subsection{The update}

Differentiating $(H+\lambda)p=-g$ with respect to $\lambda$ gives $p'=-(H+\lambda)^{-1}p$. For $\lambda>-h_1$ there is a Cholesky factorization $H+\lambda=LL^T$. With $Lq=p$,
\begin{equation}
\frac{d|p|}{d\lambda}=\frac{p\cdot p'}{|p|}
=-\frac{p\cdot(LL^T)^{-1}p}{|p|}=-\frac{|q|^2}{|p|}.
\label{eq:dp}
\end{equation}
Write the secular equation as
\begin{equation}
\varphi(\lambda)=\frac1\Delta-\frac1{|p(\lambda)|}=0,\qquad
\varphi'=\frac1{|p|^2}\frac{d|p|}{d\lambda}=-\frac{|q|^2}{|p|^3}.
\label{eq:phi}
\end{equation}
Since $\varphi=(|p|-\Delta)/(\Delta|p|)$, Newton's formula $\lambda^+=\lambda-\varphi/\varphi'$ becomes
\begin{equation}
\boxed{\;\lambda^+=\lambda+\frac{|p|^2}{|q|^2}\,\frac{|p|-\Delta}{\Delta}\;}
\label{eq:newton}
\end{equation}
A step that is too long raises the shift, and one that is too short lowers it. Each update needs one factorization and three triangular solutions.

Newton's method applied to $|p|-\Delta=0$ gives, by \eqref{eq:dp}, the increment $|p|(|p|-\Delta)/|q|^2$. This is $\Delta/|p|$ times that of \eqref{eq:newton}, and so much smaller when $|p|\gg\Delta$. To see the consequence, keep the lowest mode alone and put $x=h_1+\lambda$. Then $|p|=\gamma_{\rm low}/x$ and $|q|^2=\gamma_{\rm low}^2/x^3$, and the plain update is
\begin{equation}
x^+=x+x\Bigl(1-\frac{x}{x_*}\Bigr),\qquad x_*=\frac{\gamma_{\rm low}}{\Delta}.
\label{eq:plain}
\end{equation}
Near the pole it can at most double $x$. The reciprocal length $x/\gamma_{\rm low}$ is linear in $\lambda$, so \eqref{eq:newton} solves this one-mode problem in a single step.

\subsection{Monotone convergence}

With several modes the reciprocal length is concave. Let $x_i=h_i+\lambda>0$ and $S_k=\sum_i\gamma_i^2x_i^{-k}$, so that $S_k'=-kS_{k+1}$. Then $1/|p|=S_2^{-1/2}$ and
\begin{align}
\Bigl(\frac1{|p|}\Bigr)'&=S_2^{-3/2}S_3,\\
\Bigl(\frac1{|p|}\Bigr)''&=3S_2^{-5/2}\bigl(S_3^2-S_2S_4\bigr)\le0 .
\label{eq:concave}
\end{align}
The last inequality is the Cauchy--Schwarz inequality for the vectors with components $\gamma_i/x_i$ and $\gamma_i/x_i^2$. Hence $\varphi$ is convex and strictly decreasing.

Let $\lambda_*$ be the root and start at $-h_1<\lambda<\lambda_*$, where $\varphi>0$. Newton's step then increases $\lambda$. A convex function lies above its tangent, so
\begin{equation}
\varphi(\lambda^+)\ge\varphi(\lambda)+\varphi'(\lambda)(\lambda^+-\lambda)=0,
\end{equation}
which means $\lambda^+\le\lambda_*$. The iterates rise and are bounded, so they converge. Their increments $-\varphi/\varphi'$ tend to zero while $\varphi'$ stays finite, so the limit is the root. Expanding $\varphi(\lambda_*)=0$ about $\lambda$ to second order, with $\xi$ between $\lambda$ and $\lambda_*$, gives the error
\begin{equation}
\lambda_*-\lambda^+=\frac{\varphi''(\xi)}{-2\varphi'(\lambda)}\,(\lambda_*-\lambda)^2 ,
\label{eq:quad}
\end{equation}
so convergence is at least quadratic.

A start on the correct side is available. One part of \eqref{eq:norm} gives $|p(\lambda)|\ge\gamma_{\rm low}/(h_1+\lambda)$, which equals $\Delta$ at $\lambda=-h_1+\gamma_{\rm low}/\Delta$. The length there is at least $\Delta$, so this point does not exceed $\lambda_*$. In cases 2 and 3 one can therefore start from
\begin{equation}
\lambda_0=\max\Bigl(0,\,-h_1+\frac{\gamma_{\rm low}}{\Delta}\Bigr).
\label{eq:start}
\end{equation}
In case 4 with an ordinary root, one starts at $-h_1$ and omits the lowest eigenspace from the sums; $H+\lambda$ is singular there, so the Cholesky form cannot be used for that first update.

From the right of the root the same tangent argument shows that the next iterate cannot lie above $\lambda_*$, but it may leave the allowed interval. In the model with $g=(0.2,0.3,0.4)$, one update from $\lambda=20$ lands at $-0.66$, below the pole at $2$. An iterate at or below $\max(0,-h_1)$ should be replaced by \eqref{eq:start}.

\section{A water molecule far from convergence}

The example is restricted Hartree--Fock in the STO-3G basis for water with the oxygen at the origin and hydrogens at $(1.0,0,0)$ and $(-0.3,1.0,0)$ \AA. Five occupied and two virtual orbitals give ten rotations. A poor start is made on purpose: the highest occupied orbital of the converged solution is rotated by $60^\circ$ into the lowest virtual one. At this point $E=-74.1907$ hartree and, in hartree,
\begin{equation}
h_1=-1.0335,\quad h_2=0.9332,\quad \gamma_{\rm low}=0.9054,\quad |g|=1.2227 .
\end{equation}

\subsection{The unshifted step}

Newton's step without a shift is $-H^{-1}g$, and its model value is $-\frac12\sum_i\gamma_i^2/h_i$. The lowest mode contributes
\begin{equation}
-\frac{0.9054^2}{2(-1.0335)}\approx+0.397\ \text{hartree},
\end{equation}
because along a direction of negative curvature the step goes to the maximum of the parabola. The other modes lower the sum to $+0.316$ hartree. The true energy also rises, by $0.153$ hartree.

\subsection{The shifted step}

For $\Delta=0.4$, the safe start \eqref{eq:start} is
\begin{equation}
\lambda_0=1.0335+\frac{0.9054}{0.4}\approx3.297\ \text{hartree}.
\end{equation}
Three updates bring $|p|$ within a relative $10^{-12}$ of $\Delta$ and give $\lambda=3.3813$ hartree; the digits shown are reached after two. Within the Hessian \eqref{eq:H} this is equivalent to raising the virtual levels by $\lambda/4=0.8453$ hartree. It is not the same as diagonalizing the Fock matrix with this level shift, which omits the two-electron terms of \eqref{eq:H} and here gives a shorter step, of length about $0.25$. The shift is well above the $1.0335$ hartree needed to make the Hessian positive semidefinite; the excess limits the length. The step component along the lowest mode has magnitude $0.9054/(3.3813-1.0335)\approx0.386$, which accounts for $0.386^2/0.4^2\approx93\%$ of the squared length. The one-mode estimate is therefore close to the root.

The model predicts an energy change of $-0.4883$ hartree, and the actual change is $-0.4282$ hartree. Their ratio, $0.877$, measures the quality of the quadratic model at this radius. A projected-gradient search from many starting points, which does not use the secular equation, finds the same minimum of the model.

To compare the two Newton forms, both are started close to the pole, at $\lambda=1.1467$ hartree. To bring $|p|$ within a relative $10^{-12}$ of $\Delta$, the reciprocal form takes 4 updates and the plain form 10; for $10^{-4}$ the counts are 2 and 8. The first errors $\lambda_*-\lambda$, in hartree, are

\begin{center}
\begin{tabular}{ccc}
update & reciprocal & plain\\
0 & $2.23$ & $2.23$\\
1 & $8.3\times10^{-2}$ & $2.13$\\
2 & $1.4\times10^{-4}$ & $1.93$\\
3 & $4.4\times10^{-10}$ & $1.58$
\end{tabular}
\end{center}

The plain increments, about $0.11$, $0.20$ and $0.34$, show the near doubling expected from \eqref{eq:plain}, started at $x=1.1467-1.0335\approx0.113$ with $x_*=0.9054/0.4\approx2.26$. In the reciprocal column, the second and third updates each leave an error of about $0.021$ times the square of the previous one, with the errors in hartree, in agreement with \eqref{eq:quad}.

\subsection{The complete iteration}

After each step $g$ and $H$ are recomputed. A step is rejected if the energy does not fall. The radius is divided by four if the ratio of actual to predicted change is below $0.25$, and doubled, up to $1$, if the ratio exceeds $0.75$ for a step on the boundary. When the predicted decrease is below $10^{-9}$ hartree, the ratio is not evaluated and the step is accepted. This cutoff is a cautious guard against dividing two very small numbers; rounding in the energy difference spoils the ratio only at much smaller decreases.

The first step doubles the radius to $0.8$. The Hessian is then already positive definite, with $h_1=0.622$ hartree, but the Newton step is too long, and a shift of $0.487$ hartree remains. This is case 2: a shift can be needed without negative curvature. From the third step on $\lambda=0$, and the iteration is Newton's method. After five steps $E=-74.960266$ hartree, which agrees with a standard SCF calculation to about $10^{-13}$ hartree.

The final $h_1=1.795$ hartree shows that the solution is a local minimum with respect to real closed-shell rotations. It says nothing about rotations that give the two spins different orbitals, nor does it exclude a lower minimum elsewhere: the subproblem is solved globally, the SCF problem locally. The energy itself lacks electron correlation, and all numbers of this example belong to the minimal basis. In the cc-pVTZ basis the energy is $-76.045$ hartree, more than one hartree lower, the final $h_1$ is $1.28$ hartree, and the first shift from the corresponding start is $3.03$ hartree.

\section*{Computed results}
\begin{verbatim}
Model, radius 1, H=diag(-2,1,3) or diag(1,2,4) if convex (dimensionless)
indefinite: g=[0.2, 0.3, 0.4] shift=2.201486 |p|=1.000000 m=-1.229442 scan=-1.229435
hard case: g=[0.0, 0.3, 0.4] shift=2.000000 |p|=1.000000 m=-1.031000 scan=-1.030937
  hard-case step: [ 0.991766 -0.1      -0.08    ] and its mirror image in p1
g1=0, long step: g=[0.0, 3.0, 4.0] shift=3.016260 |p|=1.000000 m=-3.958305 scan=-3.958247
convex, short step: g=[0.2, 0.3, 0.4] shift=0.000000 |p|=0.269258 m=-0.062500 scan=-0.061865
convex, long step: g=[2.0, 3.0, 4.0] shift=2.833633 |p|=1.000000 m=-4.040172 scan=-4.040065
All secular roots, indefinite model: shift, lowest eig(H+shift), m
    2.201486   0.201486  -1.229442
    1.798130  -0.201870  -0.832747
   -0.694511  -2.694511   0.172673
   -1.309366  -3.309366   0.758866
   -2.592305  -4.592305   1.132543
   -3.403434  -5.403434   1.922439
Second root: lowest tangential curvature 2.763046 (local minimum)
One Newton step from shift 20 lands at -0.6606, pole at 2.0
Water RHF/STO-3G, coordinates in angstrom: O 0 0 0; H 1.0 0 0; H -0.3 1.0 0
Rotations 10, start angle 60 deg, E = -74.19065313 hartree
|g| = 1.222656, |g_low| = 0.905374 hartree
Hessian eigenvalues: -1.033527, 0.933213, max 81.8270 hartree
Radius 0.4, level shift 3.38129257 hartree, shift/4 = 0.845323
Model change -0.48827614, projected gradient -0.48827614 hartree
True energy change of this step -0.42822215 hartree
Unshifted Newton: |p| = 0.901955, model 0.316469, true 0.152629 hartree
Newton start near pole 1.146698, safe start 3.296962 hartree
Updates: reciprocal 4, plain 10, reciprocal from safe start 3
Root minus iterate (hartree): reciprocal | plain
  0: 2.23e+00 | 2.23e+00
  1: 8.31e-02 | 2.13e+00
  2: 1.45e-04 | 1.93e+00
  3: 4.36e-10 | 1.58e+00
  4: -4.44e-16 | 1.07e+00
  5: done | 4.89e-01
  6: done | 1.02e-01
SCF: iter, E/hartree, |g|/hartree, h1/hartree, radius, shift/hartree, ratio
  0 -74.19065313 1.22e+00 -1.0335 0.400 3.3813 0.877
  1 -74.61887529 9.31e-01 0.6223 0.800 0.4873 0.594
  2 -74.92609871 5.16e-01 1.8832 0.800 0.0000 1.024
  3 -74.96019987 1.82e-02 1.7994 0.800 0.0000 1.002
  4 -74.96026606 7.93e-05 1.7954 0.800 0.0000 nan
Converged after 5 steps: E = -74.96026606 hartree, |g| = 6.9e-10, h1 = 1.795370
Standard SCF: E = -74.96026606 hartree, difference 5.7e-14
\end{verbatim}
